Counting small-component functions under restricted and unrestricted kinetic balance

**Setting**

One electron moves in the field of fixed point nuclei. In atomic units (m = ħ = 1), with the rest energy c² subtracted, its Dirac equation for a large component ψ and a small component φ, each with two spin entries, is

V ψ + c σ·p φ = ε ψ
c σ·p ψ + (V − 2c²) φ = ε φ.

The value −2mc² is therefore written −2c². The large component is expanded in n scalar Gaussians χ, each taken with spin up and spin down, so N_L = 2n. The scalars come in complete shells

χ = S(r) g, g = exp(−a r²),

where r is measured from the centre of the shell and S runs over the 2l+1 harmonic polynomials of degree l. No two shells share centre, exponent and l. Two small sets are compared:

- Restricted kinetic balance (RKB): the spinors σ·p(χη), with η a spin function.
- Unrestricted kinetic balance (UKB): all derivatives ∂ᵢχ, i = x, y, z, each with both spins, after removal of linear dependences.

**Part (a).** How many small spinors does one shell give in each scheme? Do several shells bring further dependences?

**Answer.** RKB first. If σ·pψ = 0, then (σ·p)²ψ = p²ψ = 0, and no nonzero normalizable function satisfies this. Hence σ·p loses no function, and a shell gives 2(2l+1) spinors.

For UKB, differentiate:

∂ᵢχ = (∂ᵢS − 2a xᵢS) g.

The polynomial ∂ᵢS is harmonic of degree l−1, but xᵢS is in general not harmonic, since ∇²(xᵢS) = 2∂ᵢS, which vanishes only if S does not depend on xᵢ. For a harmonic P of degree l−1, ∇²(r²P) = (4l+2)P. Therefore

Hᵢ = xᵢS − r² ∂ᵢS/(2l+1)

is harmonic of degree l+1, and

∂ᵢχ = −2a Hᵢ g + [1 − 2a r²/(2l+1)] ∂ᵢS g.

The derivatives thus contain angular momenta l+1 and l−1, each with one fixed radial factor. Both occur for l ≥ 1: S is not constant, so some ∂ᵢS is nonzero; and since Σ xᵢ∂ᵢS = lS,

Σ xᵢHᵢ = r²S (l+1)/(2l+1) ≠ 0.

The span of the derivatives is invariant under rotations. An invariant space with parts in two different irreducible representations contains both completely. The number of scalars is

(2l+3) + (2l−1) = 4l+2 for l ≥ 1, and 3 for l = 0.

With spin this is 8l+4, or 6 for an s shell. The naive count 3 × 2 × (2l+1) is reached for l = 0 but is too large for l ≥ 1. For a p shell it gives 18 instead of 12, because ∂ᵢ(xⱼg) = ∂ⱼ(xᵢg) for i ≠ j removes three scalars.

Different shells add no dependences. Polynomials times Gaussians with different exponents or centres are linearly independent: along a suitably chosen direction one of them dominates all others at large distance, so its coefficient must vanish, and the argument is repeated. For equal centre and exponent, angular momentum L can arise from the shells L−1 and L+1, with radial factors (apart from g and constants)

r^L and (2L+3) r^L − 2a r^(L+2),

which are independent. The counts therefore add.

The convention matters. If a p shell is instead given plain Cartesian s and d functions, g and the six xᵢxⱼg, there are 7 scalars. They contain the 6-dimensional derivative span, since ∂ᵢ(xⱼg) = δᵢⱼg − 2a xᵢxⱼg.

**Part (b).** For a single shell, which total angular momenta j do the surplus UKB spinors have?

**Answer.** Coupling the UKB scalars to spin ½ gives

- from l+1: j = l+3/2 (2l+4 spinors) and j = l+1/2 (2l+2);
- from l−1, for l ≥ 1: j = l−1/2 (2l) and, for l ≥ 2, j = l−3/2 (2l−2).

The large spinors have j = l ± 1/2, with j = 1/2 alone for l = 0. Since σ·p commutes with the total angular momentum, the RKB spinors have the same j, and they use up all UKB spinors with these values. The surplus has j = l+3/2 and, for l ≥ 2, j = l−3/2. It numbers

(2l+4) + (2l−2) = 4l+2 for l ≥ 1, and 4 for l = 0.

An s shell has a surplus of four p₃/₂ spinors; a d shell has eight with j = 7/2 and two with j = 1/2. With several shells the numbers still add, but a surplus spinor of one shell need not be orthogonal to the RKB spinors of another. The surplus space must then be defined for the whole basis, as in the next part.

**Part (c).** Set V = 0. Find all levels of the matrix Dirac equation in both schemes.

**Answer.** Take orthonormal large spinors ψₐ and small spinors φ_b, and define R_ba = ⟨φ_b|σ·p ψₐ⟩. For coefficient vectors x and y,

c R†y = ε x
c R x = (ε + 2c²) y.

Both small sets contain every σ·pψₐ, so inserting the small basis between two factors σ·p loses nothing:

(R†R)ₐₐ′ = ⟨σ·pψₐ|σ·pψₐ′⟩ = ⟨ψₐ|p²|ψₐ′⟩ = 2Tₐₐ′.

Here T is the kinetic-energy matrix, with eigenvalues t > 0.

If ε ≠ −2c², multiply the second equation by cR† and use the first:

2c² T x = ε(ε + 2c²) x,
ε = −c² ± √(c⁴ + 2c²t).

Each of the N_L eigenvalues t gives one positive and one negative level. For t ≪ c² these are close to t and −2c² − t.

If ε = −2c², the second equation gives Rx = 0, hence x = 0 because σ·p is injective. The first then requires R†y = 0. The rank of R is N_L, so the number of solutions is

d = N_S − N_L.

RKB has d = 0. UKB has d free-particle levels exactly at −2c², namely 4 for each s shell and 4l+2 for each shell with l ≥ 1.

**Part (d).** Why are these d solutions unphysical?

**Answer.** For such a solution φ, the condition R†y = 0 says that σ·pφ is orthogonal to the large basis. It does not say that σ·pφ vanishes. Acting with the full free Hamiltonian on (0, φ) gives

H(0, φ) = (c σ·pφ, −2c²φ).

The upper entry is lost in the matrix problem. Its norm is c√(2τ), with τ = ⟨φ|p²|φ⟩/2 > 0. The state has mean kinetic energy τ, yet its matrix energy is that of a negative-energy state at rest.

To confirm the origin, add the missing partners σ·pφ to the large basis. Let R′ be the coupling matrix of the enlarged basis. At ε = −2c² the second equation gives R′x = 0, and the first then gives −2c² x†x = c (R′x)†y = 0, so again x = 0 and R′†y = 0. The rows of R′† for the original large functions place the solution in the surplus space, and the rows for the partners add a further condition. A remaining level at −2c² would therefore need a small function φ₀ in the same surplus space with

⟨σ·pφ|σ·pφ₀⟩ = 0 for every surplus φ.

Choosing φ = φ₀ gives ⟨φ₀|p²|φ₀⟩ = 0, hence φ₀ = 0. No such level survives. This is a diagnosis, not a recommended basis: the added large functions are not themselves kinetically balanced. RKB removes the surplus from the small side.

**Part (e).** Count the functions for H₂⁺ with the nuclei 2 bohr apart. Each centre carries s exponents 16, 4, 1 and 0.25 bohr⁻² and one p exponent 1 bohr⁻². Interpret the free-particle levels.

**Answer.** There are n = 2(4 + 3) = 14 scalars, so N_L = 28.

RKB: N_S = 28
UKB: N_S = 2 × 2 × (4×3 + 6) = 72
d = 72 − 28 = 44 = 2(4×4 + 6).

The naive count would be 6 × 14 = 84. Diagonalization at V = 0 finds 44 UKB levels at −2c² = −37557.73 hartree (−1.022 MeV) and no RKB level there. The highest RKB negative level lies 0.2971 hartree lower, matching the smallest t.

Within the surplus space the mean kinetic energy ranges from 0.528 to 51.6 hartree. Even the smallest value gives a lost entry of norm 137.04 × √(2 × 0.528) ≈ 141 hartree. After the partners are added, no level remains at −2c²; the highest negative level is 0.2849 hartree below it. This is slightly less than 0.2971 because enlarging the large basis can only lower the smallest eigenvalue of the coupling matrix R†R.

**Part (f).** Restore the nuclei. Do the surplus levels stay near −2c², and can they be recognized by energy?

**Answer.** Let v_min and v_max be the extreme eigenvalues of the matrix of V in the full basis. Weyl's inequality says that adding V shifts each ordered level by an amount between v_min and v_max. In the free UKB spectrum the d surplus levels are the highest negative ones. With V, the d highest negative levels therefore obey

−2c² + v_min ≤ ε ≤ −2c² + v_max,

provided the positive and negative groups remain separated, as they do here. These bounds belong to the basis, not to the molecule: tighter and more diffuse functions widen them (to −72.6 and −0.28 hartree for a 12s6p3d1f set on each centre). For H₂⁺ in the basis of part (e) the bounds on ε + 2c² are −7.46 and −0.71 hartree; the 44 levels lie between −3.56 and −0.71.

As a group they no longer span the surplus space. Their individual weights in it range from nearly 0 to 1, with mean 0.82, so about 44 × 0.18 ≈ 8 units of surplus weight sit in other levels. The energy ranges overlap: V restricted to the surplus space has eigenvalues down to −4.95 hartree, whereas the highest RKB negative level is already at −1.10 relative to −2c². Energy ordering alone does not identify the surplus.

The shift can be large. Take one s Gaussian at a nucleus of charge Z. Its four surplus spinors have j = 3/2, while the large spinors have j = 1/2, so a spherical V cannot couple them to anything else in the basis. Their radial function is r exp(−ar²), and

⟨1/r⟩ = ∫r³e^(−2ar²)dr / ∫r⁴e^(−2ar²)dr
= [1/(8a²)] / [3√π/(8(2a)^(5/2))]
= (4/3)√(2a/π).

Hence ε = −2c² − (4Z/3)√(2a/π). For Z = 80 and a = 10⁴ bohr⁻² the shift is −8511 hartree, or 23% of 2c². "Near −2mc²" describes the free-particle origin of these levels, not their position in a strong field.

**Part (g).** With the large basis fixed, how does the UKB surplus affect the electronic levels?

**Answer.** Write V_LL and V_SS for the blocks of V. At an electronic energy ε, the matrix M = ε + 2c² − V_SS is positive definite in this example. Eliminating y = cM⁻¹Rx gives

A(ε)x = εx, A(ε) = V_LL + c²R†M⁻¹R.

Completing the square in y shows that

x†A(ε)x = max over y of [x†V_LLx + 2c Re(y†Rx) − y†My].

UKB maximizes over a larger space than RKB, so no ordered eigenvalue of A(ε) is lowered. Each decreases or stays constant as ε rises, so its crossing with the line ε cannot move down either. UKB electronic levels are therefore equal to or higher than the RKB ones.

For H₂⁺ in the basis of part (e), both lowest levels are −1.0992 hartree, without nuclear repulsion; the difference is not resolved. This small basis is not converged: a 12s6p3d1f set on each centre gives −1.1026 hartree, lower by 0.0034. With c artificially reduced to 10, UKB lies 4.7 × 10⁻⁸ hartree higher in the small basis and about ten times less, 4.9 × 10⁻⁹, in the larger one. In this basis the surplus costs 44 additional small spinors and has little effect on the bound electron. The counts for shells l = 0 to 4 and the levels quoted here are in the numerical output.

Values computed for the example and the checks

```
Single shells: counts of functions (pure numbers)
 l=0: large 2, raw UKB 6, UKB 6, RKB 2, extra 4 (j=3/2: 4)
 l=1: large 6, raw UKB 18, UKB 12, RKB 6, extra 6 (j=5/2: 6)
 l=2: large 10, raw UKB 30, UKB 20, RKB 10, extra 10 (j=1/2: 2, j=7/2: 8)
 l=3: large 14, raw UKB 42, UKB 28, RKB 14, extra 14 (j=3/2: 4, j=9/2: 10)
 l=4: large 18, raw UKB 54, UKB 36, RKB 18, extra 18 (j=5/2: 6, j=11/2: 12)
UKB scalars, shells l=0..4 with one common exponent: 51
p shell: plain Cartesian s+d scalars: 7 ; derivative scalars: 6
H2+ distance (bohr): 2.0
s exponents (bohr^-2): [16.0, 4.0, 1.0, 0.25]  p exponents: [1.0]
Large scalars: 14  large spinors: 28
Small spinors: RKB 28  UKB 72  raw UKB 84
Extra UKB spinors: 44
Largest grid error of S, T, V integrals (a.u.): 1.8e-06
c (a.u.): 137.035999
-2mc^2 (hartree): -37557.7301  = -1.021998 MeV
Free levels at -2mc^2: UKB 44  RKB 0
Smallest kinetic eigenvalue, large basis (hartree): 0.29710
Highest free RKB negative level + 2mc^2 (hartree): -0.29710
Mean kinetic energy of extras, range (hartree): 0.5282 to 51.6071
Free levels at -2mc^2 after adding partners: 0
Highest negative level + 2mc^2 then (hartree): -0.28488
Negative levels with nuclei: UKB 72  RKB 28
Eigenvalues of V, whole basis (hartree): -7.4591 to -0.7125
Eigenvalues of V, null space (hartree): -4.9491 to -0.7149
Highest 44 UKB negative levels + 2mc^2 (hartree): -3.5564 to -0.7144
Highest RKB negative level + 2mc^2 (hartree): -1.0982
Mean null-space weight of these 44 UKB levels: 0.8177
Lowest electronic level (hartree): RKB -1.09923, UKB -1.09923, nonrelativistic -1.09923
Model c=10 a.u.: lowest UKB minus RKB level (hartree): 4.731e-08
One s shell, Z=80, a=10000 bohr^-2: extras 4, shift (hartree) -8510.77
Their energy (hartree): -46068.50; |shift|/2mc^2: 0.2266
```
